\section*{Where Conduction Loss Equals Dipolar Loss in a Low-k Film}

\section{Problem}

A dielectric film has relative permittivity $k=2.5$ and dc conductivity $\sigma=10^{-10}$ S/m. Its dipoles give a loss tangent $\tan\delta_d=0.001$ that does not depend on frequency in the band of interest. Show that the loss caused by conduction equals the dipolar loss near 720 Hz. Find the total loss tangent at that frequency, and decide which mechanism dominates on either side of it. Then examine how far the result survives in a real film, where the contacts, the field and the temperature all have a say.

The field in the film is taken as uniform and weak, so that the current is proportional to it. The conductivity is taken as independent of frequency. The number $k$ is the real part of the permittivity at the frequency sought, and conduction is counted separately from it.

\section{First estimate by scaling}

Two charges per unit area can be compared. In a time of the order of one period, $1/f$, a field $E$ drives the charge $\sigma E/f$ through the film. The same field holds a charge $\varepsilon_0 kE$ on the electrodes. The work done in driving the first becomes heat, while the work done in storing the second is returned, so the ratio of the charges measures the conduction loss:
\begin{equation}
\tan\delta_c\sim\frac{\sigma}{\varepsilon_0 k f}.
\label{eq:scaling}
\end{equation}
With $\varepsilon_0k=2.2135\times10^{-11}$ F/m, setting this ratio equal to $0.001$ gives
\begin{equation}
f\sim\frac{10^{-10}}{2.2135\times10^{-11}\times10^{-3}}\ \text{Hz}\approx 4.5\ \text{kHz}.
\end{equation}
The estimate shows how the answer scales: it is proportional to $\sigma$ and inversely proportional to both $k$ and $\tan\delta_d$. It cannot fix a numerical factor, because "a time of the order of one period" could as well mean a half period or $1/\omega$. The factor requires the work done in a full cycle.

\section{Exact solution of the model}

\subsection{Work done in one cycle}

Let the field be $E(t)=E_0\cos\omega t$, the real part of $E_0e^{i\omega t}$. With this time factor a lossy dielectric has $\varepsilon^*=\varepsilon'-i\varepsilon''$ with $\varepsilon''>0$. The displacement due to bound charge is
\begin{align}
D(t)&=\varepsilon_0\,\mathrm{Re}\left[(\varepsilon'-i\varepsilon'')E_0(\cos\omega t+i\sin\omega t)\right]\nonumber\\
&=\varepsilon_0E_0\left(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t\right).
\end{align}
The second term lags the field by a quarter period. The total current density is the conduction current plus the rate of change of $D$:
\begin{align}
J(t)&=\sigma E+\frac{dD}{dt}\nonumber\\
&=(\sigma+\omega\varepsilon_0\varepsilon'')E_0\cos\omega t-\omega\varepsilon_0\varepsilon'E_0\sin\omega t .
\label{eq:current}
\end{align}
The work per unit volume in one period $2\pi/\omega$ is the integral of $JE$. The two integrals needed are
\begin{equation}
\int_0^{2\pi/\omega}\cos^2\omega t\,dt=\frac{\pi}{\omega},\qquad
\int_0^{2\pi/\omega}\sin\omega t\cos\omega t\,dt=0 .
\end{equation}
The $\varepsilon'$ term therefore does no net work. The other two terms give
\begin{equation}
W_c=\frac{\pi\sigma E_0^2}{\omega},\qquad
W_d=\pi\varepsilon_0\varepsilon''E_0^2 .
\label{eq:work}
\end{equation}
The conduction loss per cycle falls as $1/\omega$, since the ohmic power is fixed while each cycle becomes shorter. The dipolar loss per cycle is fixed if $\varepsilon''$ is fixed.

\subsection{Loss tangents and the crossover}

The loss tangent is the energy lost per cycle divided by $2\pi$ times the peak reactive energy, $U=\tfrac12\varepsilon_0kE_0^2$. Hence $2\pi U=\pi\varepsilon_0kE_0^2$, and
\begin{equation}
\tan\delta_c=\frac{W_c}{2\pi U}=\frac{\sigma}{\omega\varepsilon_0k},\qquad
\tan\delta_d=\frac{W_d}{2\pi U}=\frac{\varepsilon''}{k}.
\label{eq:tangents}
\end{equation}
The two tangents add, because both currents are in phase with the field in Eq.~(\ref{eq:current}). Setting them equal gives
\begin{equation}
\omega_c=\frac{\sigma}{\varepsilon_0k\tan\delta_d},\qquad
f_c=\frac{\omega_c}{2\pi}=\frac{\sigma}{2\pi\varepsilon_0k\tan\delta_d}.
\label{eq:fc}
\end{equation}
For the given film,
\begin{equation}
\omega_c=\frac{10^{-10}}{2.2135\times10^{-11}\times10^{-3}}\ \text{s}^{-1}=4518\ \text{s}^{-1},
\qquad f_c=\frac{4518}{2\pi}\ \text{Hz}=719\ \text{Hz}.
\end{equation}
This is the frequency near 720 Hz that was to be shown. The total loss tangent there is $0.001+0.001=0.002$.

The same result can be read through the charge relaxation time $\tau_M=\varepsilon_0k/\sigma=0.2214$ s, the time in which free charge in the film decays by a factor $e$ if $k$ is constant. Since $\tan\delta_c=1/(\omega\tau_M)$, conduction loss falls to one part in a thousand when $\omega$ is a thousand times $1/\tau_M$.

\subsection{Either side of the crossover}

From Eqs.~(\ref{eq:tangents}) and (\ref{eq:fc}), at fixed $k$ and $\tan\delta_d$,
\begin{equation}
\frac{\tan\delta_c}{\tan\delta_d}=\frac{f_c}{f},\qquad
\tan\delta=\tan\delta_d\left(1+\frac{f_c}{f}\right).
\label{eq:total}
\end{equation}
Conduction dominates below $f_c$ and the dipoles dominate above it. The table takes $\tan\delta_d$ as constant over its whole range:
\begin{center}
\begin{tabular}{lll}
$f$ & $\tan\delta_c$ & $\tan\delta$\\
\hline
10 Hz & $7.19\times10^{-2}$ & 0.0729\\
100 Hz & $7.19\times10^{-3}$ & 0.00819\\
10 kHz & $7.19\times10^{-5}$ & 0.00107\\
1 MHz & $7.19\times10^{-7}$ & 0.00100\\
1 GHz & $7.19\times10^{-10}$ & 0.00100
\end{tabular}
\end{center}

Equation~(\ref{eq:total}) also shows how the two losses can be separated in a measurement. Multiplication by $f$ gives $f\tan\delta=f\tan\delta_d+f_c\tan\delta_d$, a straight line in $f$. Its slope is the dipolar loss tangent, and its intercept is $\sigma/(2\pi\varepsilon_0k)$. The first two rows of the table give $f\tan\delta=0.729$ Hz and $0.819$ Hz. The slope is $0.090/90=0.001$, and the intercept is $0.729-0.010=0.719$ Hz. Division of the intercept by the slope returns 719 Hz.

\section{Comparison of estimate and exact result}

The estimate, 4.5 kHz, is too high by the factor $2\pi$. The reason follows from Eq.~(\ref{eq:work}). With $\omega=2\pi f$, the conduction loss per cycle is $W_c=\sigma E_0^2/(2f)$, so
\begin{equation}
\frac{W_c}{U}=\frac{\sigma E_0^2/(2f)}{\varepsilon_0kE_0^2/2}=\frac{\sigma}{\varepsilon_0kf}.
\end{equation}
This is the ratio in Eq.~(\ref{eq:scaling}). The scaling argument thus found the fraction of the energy lost per cycle, whereas the loss tangent is the fraction lost per radian. Had the time $1/\omega$ been chosen in place of $1/f$, the estimate would have agreed with the exact result. The dependence on $\sigma$, $k$ and $\tan\delta_d$ is the same in both.

\section{Can a dipolar loss be constant?}

A single kind of dipole with one relaxation time $\tau$ has a loss peak, not a constant loss. With dipoles of this kind, a nearly constant loss over a wide band needs a broad spread of relaxation times. Let the polarization $P_j$ of each group obey
\begin{equation}
\tau_j\frac{dP_j}{dt}+P_j=\varepsilon_0\Delta_jE ,
\label{eq:debye}
\end{equation}
where $\Delta_j$ is its contribution to the static permittivity. For the time factor $e^{i\omega t}$ the derivative becomes $i\omega$, so the group contributes $\Delta_j/(1+i\omega\tau_j)$ to $\varepsilon^*$. Let the strength be spread evenly in $\ln\tau$ between $\tau_1$ and $\tau_2$, with $\Delta=g\,d\ln\tau$. With $x=\omega\tau$ and $d\ln\tau=dx/x$, the loss is
\begin{equation}
\varepsilon''=g\int_{\omega\tau_1}^{\omega\tau_2}\frac{x}{1+x^2}\frac{dx}{x}
=g\left[\arctan\omega\tau_2-\arctan\omega\tau_1\right]\approx\frac{\pi g}{2}.
\label{eq:flat}
\end{equation}
The last step holds well inside the band, where $\omega\tau_1\ll1\ll\omega\tau_2$. The real part, above the contribution $\varepsilon_\infty$ of faster processes, is
\begin{align}
\varepsilon'-\varepsilon_\infty&=g\int_{\omega\tau_1}^{\omega\tau_2}\frac{dx}{x(1+x^2)}
=g\left[\ln x-\tfrac12\ln(1+x^2)\right]_{\omega\tau_1}^{\omega\tau_2}\nonumber\\
&\approx g\ln\frac{1}{\omega\tau_1}.
\end{align}
At the upper limit the bracket is nearly zero, and at the lower limit it is nearly $\ln\omega\tau_1$. Therefore
\begin{equation}
\frac{d\varepsilon'}{d\ln\omega}=-g=-\frac{2\varepsilon''}{\pi}.
\end{equation}
Each slower group that stops following the field is lost from $\varepsilon'$. For this film $\varepsilon''=2.5\times0.001=0.0025$ and $g=0.00159$. The permittivity falls by $g\ln10=0.00366$ per decade, or 0.15\,\% of $k$. Constant $\varepsilon''$ and constant $\tan\delta_d$ are therefore the same assumption to within this small drift. The drift matters more for the straight-line fit of $f\tan\delta$, because the intercept $\sigma/(2\pi\varepsilon_0k)$ then changes with $f$, and at low frequency that change is not small beside the slope term. With $k=2.5$ at $f_c$, points at 10 and 100 Hz return about 709 Hz in place of 719 Hz, and points at 1 and 10 Hz about 640 Hz. It is safer to fit $f$ times the total imaginary permittivity, $f\varepsilon''+\sigma/(2\pi\varepsilon_0)$, whose intercept does not contain $k$; from 10 and 100 Hz this returns 719 Hz. In this model the band must be finite, because the total strength $g\ln(\tau_2/\tau_1)$ would otherwise grow without limit.

This picture allows a test that does not use Eq.~(\ref{eq:tangents}) to find the losses. Equation~(\ref{eq:debye}) was integrated in time for 440 groups with $\tau$ from $10^{-9}$ s to $10^2$ s, with 2000 steps per cycle. Both losses were taken from the work done in one periodic cycle. They became equal at 719.01 Hz, against 719.00 Hz from Eq.~(\ref{eq:fc}). The ratio of conduction to dipolar loss was 10.0002 at $f_c/10$ and 0.10000 at $10f_c$, close to the values 10 and 0.1 required by Eq.~(\ref{eq:total}). The band used here does not reach the last row of the table: a constant loss up to 1 GHz would need relaxation times extending well below $1.6\times10^{-10}$ s.

\section{The film in a test capacitor}

Let the film be $d=200$ nm thick under a round electrode 1 mm in diameter, with area $A$. Its capacitance is $C=\varepsilon_0kA/d=86.9$ pF, and its leakage resistance is $R=d/(\sigma A)=2.55$ G$\Omega$. The product $RC=\varepsilon_0k/\sigma$ contains neither area nor thickness, so $f_c$ is a property of the material as long as the film is uniform. Two features of a real capacitor alter the measured loss.

\subsection{Series resistance}

Let the leads and electrodes add $R_s=50\ \Omega$. With total film loss $T=\tan\delta$, the film has admittance $Y=i\omega C(1-iT)=\omega C(T+i)$. The impedance is
\begin{equation}
Z=R_s+\frac{1}{\omega C(T+i)}=R_s+\frac{T-i}{\omega C(1+T^2)} .
\end{equation}
The measured tangent is the real part divided by the negative of the imaginary part:
\begin{equation}
\tan\delta_{\rm meas}=T+\omega R_sC(1+T^2).
\end{equation}
At $f_c$ the added term is $4518\times50\times86.9\times10^{-12}=2.0\times10^{-5}$, which is 1\,\% of the total loss. It grows in proportion to $f$, however, and for these values it reaches $0.001$ near $719\times0.001/(1.96\times10^{-5})$ Hz, or 37 kHz. The table describes the film alone. At 10 kHz this capacitor with this resistance would already show 0.0013 instead of 0.0011, and in the last two rows the added term far exceeds the loss of the film.

\subsection{A layer that does not conduct}

Suppose that a fraction $p$ of the thickness, next to an electrode, has the same $k$ but no conductivity. The layers are in series, so their inverse permittivities add in proportion to thickness. Let $t=\sigma/(\omega\varepsilon_0k)$ be the conduction tangent of the remaining film. Leaving the dipolar loss aside,
\begin{equation}
\frac{1}{\varepsilon^*}=\frac1k\left[p+\frac{1-p}{1-it}\right]
=\frac1k\left[p+\frac{(1-p)(1+it)}{1+t^2}\right].
\end{equation}
Since $\varepsilon^*$ is proportional to $1-i\tan\delta$, its inverse is proportional to $1+i\tan\delta$. The tangent is the imaginary part of the bracket divided by its real part. Multiplying both by $1+t^2$ gives
\begin{equation}
\tan\delta_c=\frac{(1-p)t}{p(1+t^2)+1-p}=\frac{(1-p)t}{1+pt^2}.
\label{eq:block}
\end{equation}
A 5 nm layer has $p=5/200=0.025$. At 719 Hz, where $t=0.001$, the conduction tangent becomes $0.000975$. If the dipolar loss is the same in both layers, the crossover moves down by 2.5\,\%, to about 701 Hz.

At low frequency the change is drastic. The derivative of Eq.~(\ref{eq:block}) with respect to $t$ vanishes at $pt^2=1$, so the conduction loss has a maximum at $t=1/\sqrt p=6.3$. Since $t=0.719\ \text{Hz}/f$, this lies at 0.11 Hz. Below it the loss falls again, because the layer blocks the direct current. Well above this frequency the $1/f$ law returns, and so does the straight line used to separate the losses, with its intercept reduced by the factor $1-p$. The series resistance adds $2\pi R_sCf^2$ to $f\tan\delta$, however, so this term must be subtracted or kept small before a line is fitted.

\section{Field and temperature}

The conductivity in Eq.~(\ref{eq:fc}) must be the one that holds under the conditions of use. Suppose that the carriers are released thermally from charged traps. Along the direction of the electric force, the potential energy of a carrier at distance $r$ from its trap is
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0kr}-eEr .
\end{equation}
Its maximum lies where $e^2/(4\pi\varepsilon_0kr^2)=eE$. There the two terms are equal, so the barrier is lowered by
\begin{equation}
\Delta=2eEr=2eE\sqrt{\frac{e}{4\pi\varepsilon_0kE}}=e\sqrt{\frac{eE}{\pi\varepsilon_0k}} .
\end{equation}
This is the Poole--Frenkel lowering. A 10 mV signal across 200 nm gives a field of $5\times10^{-4}$ MV/cm and, for an unbounded medium, $\Delta=10.7$ meV. The top of the barrier would then lie 107 nm from the trap, which is not small beside the film thickness, so the value is only a rough one. It is less than $k_BT=25.9$ meV at 300 K. Escape against the force is then not much rarer than escape along it, so the lowering on one side is no guide to the release rate, and $\sigma$ is simply taken as the measured ohmic value.

A voltage of 1 V across 30 nm gives 0.333 MV/cm and $\Delta=277$ meV. For escape along the force alone, the release rate then rises by about $\exp(277/25.85)=4.5\times10^4$. Three limits of this number should be kept in mind. If escape is averaged over all directions, with a lowering $\Delta\sqrt{\cos\theta}$ at an angle $\theta$ ahead of the trap and none behind it, the factor is only about $3.8\times10^3$. On the other hand, a fast escape may be screened only by the smaller optical permittivity; with 2.0 in place of 2.5, $\Delta$ is 310 meV and the one-dimensional factor is $1.6\times10^5$. Finally, the carrier density $n$ follows the release rate in proportion only if the traps are compensated, so that the number of empty traps is fixed. Without compensation, free carriers and empty traps are equal in number, recapture goes as $n^2$, and $n$ rises only by $\exp(\Delta/2k_BT)\approx2.1\times10^2$, which would put the crossover near 0.15 MHz. The one-dimensional law for compensated traps with $k=2.5$ is kept below as a measure of sensitivity. If $\sigma=J/E$ rises by its factor of $4.5\times10^4$ while $k$ and $\tan\delta_d$ stay fixed, the crossover moves to 33 MHz. This takes the conductivity at the full field; a sinusoidal signal with a peak of 1 V has weaker fields during most of its cycle, so its average conductivity, taken from the work per cycle, is about 0.58 of the full-field value and its crossover about 19 MHz. For a small signal on top of a steady bias, the slope $dJ/dE$ replaces $J/E$. With $J\propto E\exp(\Delta/k_BT)$ and $\Delta\propto\sqrt E$, the slope is larger than $J/E$ by $1+\Delta/(2k_BT)=6.4$, which raises the crossover further by that factor.

Heat acts in the same direction. For a rough activation energy $E_a=0.5$ eV, warming from $T_0=300$ K to $T_1=378$ K multiplies $\sigma$ by
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1{T_1}\right)\right]=54 ,
\end{equation}
which puts the weak-field crossover at 39 kHz if $k$ and $\tan\delta_d$ are again unchanged. With the field of 0.333 MV/cm as well, the factor is
\begin{equation}
\exp\left[\frac{E_a}{k_BT_0}-\frac{E_a-\Delta}{k_BT_1}\right]=2.7\times10^5 .
\end{equation}
It is smaller than the product of the two separate factors, because at 378 K the same lowering is divided by a larger $k_BT$. With $\sigma=J/E$, the crossover is then at about 0.2 GHz, provided that $k$ and $\tan\delta_d$ keep their values up to that frequency.

\section{The model beside a real film}

The value $k=2.5$ belongs to the range of porous organosilicate films used between metal lines. The conductivity $10^{-10}$ S/m is meant for a leaky film, since moisture and plasma damage can both raise the conductivity. For an intact film, a rough value of $10^{-13}$ S/m moves the crossover to 0.72 Hz at the same $k$ and $\tan\delta_d$. The value $\tan\delta_d=0.001$ is a round one. Absorbed water is polar and can raise it, which would lower $f_c$ in inverse proportion at fixed $\sigma$ and $k$.

The assumption most strained in use is that of a fixed, ohmic conductivity. The one-dimensional trap estimate moves the crossover by more than four powers of ten, but it should be read as a measure of sensitivity. At 300 K it implies a current density of $10^{-12}\ \text{S/cm}\times4.5\times10^4\times3.33\times10^5\ \text{V/cm}\approx1.5\times10^{-2}$ A/cm$^2$, far too much for a useful insulator between lines. The average over directions reduces it only to about $1.3\times10^{-3}$ A/cm$^2$, and the square-root law of uncompensated traps to about $7\times10^{-5}$ A/cm$^2$, which is still too much. Either such a film would be unfit for use, or the trap estimate does not describe it at this field. The figure of 719 Hz therefore belongs to the stated weak-field conductivity. For another field or temperature, the conductivity, permittivity and dipolar loss measured there must be put into Eq.~(\ref{eq:fc}). If the crossover then lies at a much higher frequency, it must also be checked that the dc conductivity still describes the motion of the carriers at that frequency. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
relative permittivity k = 2.5
dc conductivity = 1.0e-10 S/m
dipolar loss tangent = 0.001
vacuum permittivity = 8.8542e-12 F/m
film permittivity eps0*k = 2.2135e-11 F/m
relaxation time eps0*k/sigma = 0.2214 s
crossover angular frequency = 4517.6 rad/s
crossover frequency, formula = 719.00 Hz
crossover frequency, time integration = 719.01 Hz
conduction loss tangent there, integrated = 0.001000
dipolar loss tangent there, integrated = 0.001000
total loss tangent there = 0.002000
loss ratio cond/dip at f_c/10, integrated = 10.0002
loss ratio cond/dip at 10 f_c, integrated = 0.10000
at 1e+01 Hz: conduction tan = 7.190e-02, total = 0.072900
at 1e+02 Hz: conduction tan = 7.190e-03, total = 0.008190
at 1e+04 Hz: conduction tan = 7.190e-05, total = 0.001072
at 1e+06 Hz: conduction tan = 7.190e-07, total = 0.001001
at 1e+09 Hz: conduction tan = 7.190e-10, total = 0.001000
dipolar eps'' = 0.0025
relaxator strength g per unit ln(tau) = 0.001592
drift of eps' per decade, formula = 0.00366
drift of eps' per decade, integrated = 0.00366
drift relative to k = 0.147 % per decade
film thickness = 200 nm
electrode diameter = 1.0 mm
capacitance = 86.93 pF
parallel resistance = 2.546 Gohm
series resistance = 50 ohm
loss tangent added by it at f_c = 1.96e-05
non-conducting layer = 5 nm
conduction tan at f_c with layer = 0.000975
test signal = 10 mV
test field = 5.0e-04 MV/cm
temperature = 300 K, kT/e = 25.85 mV
barrier lowering at test field = 10.7 meV
use field, 1 V over 30 nm = 0.333 MV/cm
barrier lowering at use field = 277 meV
conductivity factor, use field = 4.5e+04
crossover at use field, 300 K = 33 MHz
activation energy (rough) = 0.5 eV
temperature of use = 378 K
conductivity factor, heat alone = 54
crossover, heat alone = 39 kHz
conductivity factor, field and heat = 2.7e+05
crossover, field and heat = 193 MHz
intact film conductivity (rough) = 1e-13 S/m
crossover of intact film = 0.72 Hz
\end{verbatim}
